\section*{Why the reflection curve of an absorbing crystal is lopsided: germanium 111}

\section{Two edges that should look alike}

A thick germanium crystal reflects 20 keV X-rays from its 111 planes. In the model computed below, the reflectivity is 0.756 at the low-angle edge of the strong-reflection plateau and 0.522 at the high-angle edge. Both edges are equally far from the centre, and the same atoms absorb at both. The difference comes from where the standing wave places its intensity. To see how much of the loss this accounts for, we separate three factors: the absorption coefficient, the depth reached by the field, and the intensity at the atoms.

\section{The field in the crystal}

Let the surface be parallel to the reflecting planes, with $z$ pointing inward and the electric field parallel to the surface. The crystal is perfect and much thicker than the depth reached by the field. With time factor $e^{-i\omega t}$ and glancing angle $\theta$, write the field amplitude as $e^{ikx\cos\theta}\psi(z)$, where $k=2\pi/\lambda$. The wave equation becomes
\begin{equation}
\psi''+k^2\left[\sin^2\theta+\chi(z)\right]\psi=0 .
\end{equation}
For plane spacing $d$ put $h=2\pi/d$, and define the Bragg angle by $k\sin\theta_B=h/2$. Near the reflection we keep
\begin{equation}
\chi(z)=\chi_0+2\chi_h\cos hz,\qquad \chi=\chi'+i\chi'' .
\end{equation}
Nearly free electrons of density $n_e$ give $\chi'=-r_e\lambda^2n_e/\pi$, with $r_e$ the classical electron radius. Hence $\chi_0'<0$. We put $z=0$ at a maximum of the density wave, so $\chi_h'<0$ too. Absorption means $\chi_0''>0$. Since the refractive index is about $1+\chi_0/2$, a travelling wave has the intensity absorption coefficient $\mu=k\chi_0''$.

Insert $\psi=Ae^{ihz/2}+Be^{-ihz/2}$. The second derivative of the first term is $(A''+ihA'-h^2A/4)e^{ihz/2}$; the second term is the same with $h\to-h$. We drop $A''$ and $B''$ because the amplitudes vary slowly, and drop the non-resonant terms in $e^{\pm3ihz/2}$. Equal exponentials then give
\begin{align}
ihA'+WA+k^2\chi_hB&=0, \label{a}\\
-ihB'+WB+k^2\chi_hA&=0, \label{b}
\end{align}
with $W=k^2(\sin^2\theta-\sin^2\theta_B+\chi_0)$.

For $A,B\propto e^{iKz}$, divide by $-k^2\chi_h$ and set $\eta=-W/(k^2\chi_h)$, $s=-hK/(k^2\chi_h)$. The equations become
\begin{equation}
(\eta-s)A=B,\qquad(\eta+s)B=A .
\end{equation}
Multiplying them gives $\eta^2-s^2=1$. The amplitude ratio is therefore
\begin{equation}
r=\frac BA=\eta-s,\qquad \frac1r=\eta+s,\qquad r+\frac1r=2\eta. \label{r}
\end{equation}
The two roots are reciprocals. A decaying field must carry net power inward, so we take $|r|<1$. Matching to vacuum at $z=0$ gives the reflectivity $R=|r|^2$, apart from corrections that, for the absorption strength found below, are of relative order $|\chi_0|/\sin^2\theta_B$ in and near the plateau. They grow in the far tails. They also grow right at the edges when absorption is much weaker, because there $R$ varies as a square root of the angle and magnifies a small shift of the edge. The approximation therefore fails at grazing incidence.

Define the real parameters
\begin{equation}
y=\frac{\sin^2\theta-\sin^2\theta_B+\chi_0'}{|\chi_h'|},\quad
g=\frac{\chi_0''}{|\chi_h'|},\quad
\varepsilon=\frac{\chi_h''}{\chi_0''}.
\end{equation}
Because $-\chi_h=|\chi_h'|(1-ig\varepsilon)$,
\begin{equation}
\eta=\frac{y+ig}{1-ig\varepsilon}. \label{eta}
\end{equation}
Here $y$ measures angle, $g$ the strength of absorption, and $\varepsilon$ its localization on the planes.

\section{The standing wave moves}

First let $g=0$. For $|y|<1$ the decaying root has $s=i\sqrt{1-y^2}$, and
\begin{equation}
r=y-i\sqrt{1-y^2}=e^{-i\alpha},\qquad \alpha=\arccos y .
\end{equation}
All power is reflected. Apart from the slow decay, the intensity for unit incident amplitude is
\begin{equation}
\left|e^{ihz/2}+e^{-i\alpha}e^{-ihz/2}\right|^2
=2\left[1+\cos(hz+\alpha)\right].
\end{equation}
An antinode lies at $z=-\alpha d/2\pi$, and at every position differing from this by a multiple of $d$. As $y$ rises from $-1$ to $1$, it moves from $-d/2$, midway between planes, to $0$, on a plane.

The order of the two edges follows from \eqref{a}. At an edge $K=0$, so $A'=0$ and $B=\pm A$ requires
\begin{equation}
\sin^2\theta=\sin^2\theta_B-\chi_0'\mp\chi_h' .
\end{equation}
The upper sign puts the antinodes on the planes. Since $\chi_h'<0$, it belongs to the larger angle.

\section{Loss as a product}

Now restore absorption. Equations \eqref{a} and \eqref{b} give
\begin{equation}
A'=\frac ih(WA+k^2\chi_hB),\qquad
B'=-\frac ih(WB+k^2\chi_hA).
\end{equation}
Using $(|A|^2)'=2\,\mathrm{Re}(A^*A')$ and $\mathrm{Re}(iX)=-\mathrm{Im}X$,
\begin{align}
(|A|^2)'&=-\frac2h\,\mathrm{Im}(W|A|^2+k^2\chi_hA^*B),\\
(|B|^2)'&=+\frac2h\,\mathrm{Im}(W|B|^2+k^2\chi_hB^*A).
\end{align}
Subtract the second from the first. Since $A^*B+B^*A=2\,\mathrm{Re}(A^*B)$ is real,
\begin{equation}
\left(|A|^2-|B|^2\right)'
=-\frac{2k^2\chi_0''}{h}\left[|A|^2+|B|^2+2\varepsilon\,\mathrm{Re}(A^*B)\right].
\end{equation}
All products decay as $e^{-z/\Lambda}$, with $\Lambda=1/(2\,\mathrm{Im}K)$. Integrating from $0$ to infinity with $|A(0)|=1$, and using $h=2k\sin\theta_B$, gives
\begin{equation}
1-R=\frac{\mu}{\sin\theta_B}\,\Lambda\,M,\qquad
M=1+R+2\varepsilon\,\mathrm{Re}\,r. \label{loss}
\end{equation}

The factor $M$ is the intensity at the absorbers, relative to the incident intensity. For thin absorbing layers at $\pm z_a$, the average of $|\psi|^2$ over the two is $1+R+2\cos(hz_a)\mathrm{Re}\,r$. The corresponding Fourier component of $\chi''$ has $\varepsilon=\cos(hz_a)$, so the two expressions agree.

\section{Numbers for germanium}

The rounded lattice constant $a=0.566$ nm is an input. It gives $d=a/\sqrt3=0.3268$ nm and, with $\lambda=0.06199$ nm, $\theta_B=5.443^\circ$. The two face-centred sublattices of the diamond structure are displaced by $\sqrt3a/4=3d/4$ along 111. Modulo $d$, their layers are $d/4$ apart. The ``plane'' is thus the centre of a double layer, with atoms at $\pm d/8$. For pointlike absorption and static atoms,
\begin{equation}
\varepsilon=\cos(2\pi/8)=0.7071 .
\end{equation}
Even an ideal node at the centre does not put the atoms in darkness.

The density of a free atom, from unrestricted Hartree--Fock theory in the def2-TZVP basis, has a spherically averaged Fourier component of 27.36 electrons at wave number $h$, against 32 at zero. With eight atoms per cell, $\chi_0'=-4.867\times10^{-6}$ and
\begin{equation}
\chi_h'=\chi_0'\,\frac{27.36}{32}\,\cos\frac\pi4=-2.942\times10^{-6}.
\end{equation}

For absorption we use the K shell in a hydrogenic dipole model. Its nuclear charge, 31.36, is fixed by equating the hydrogenic mean radius $3a_0/(2Z_{\rm eff})$ to the Hartree--Fock 1s value, $0.04784\,a_0$, where $a_0$ is the Bohr radius. For two electrons, the golden rule and the angular factor $1/3$ give
\begin{equation}
\sigma=\frac{8\pi^2}{3}\alpha_f a_0^2\,\frac{\hbar\omega}{E_h}\,D^2
=4.29\times10^{-25}\ \mathrm{m^2}.
\end{equation}
Here $\alpha_f$ is the fine-structure constant and $E_h$ the hartree. $D$ is the radial dipole integral, in atomic units, between the 1s state and the Coulomb p wave that is regular at the origin, normalized per hartree; it is evaluated by quadrature. The electron energy in that wave is $\hbar\omega-Z_{\rm eff}^2E_h/2$. The hydrogenic binding energy $Z_{\rm eff}^2E_h/2$ is 13.4 keV, above the Hartree--Fock 1s value of 11.0 keV, which is one limit on the accuracy of this model. Then
\begin{equation}
\mu=\frac{8\sigma}{a^3}=\frac1{52.8\ \mu\mathrm m},\quad
\chi_0''=\frac{\lambda\mu}{2\pi}=1.869\times10^{-7},\quad
g=0.0635 .
\end{equation}

Since $\sin^2\theta-\sin^2\theta_B\simeq(\theta-\theta_B)\sin2\theta_B$, the plateau $-1<y<1$ is $2|\chi_h'|/\sin2\theta_B=31.2\ \mu$rad wide. Refraction shifts its centre by $-\chi_0'/\sin2\theta_B=25.8\ \mu$rad. Equations \eqref{r} and \eqref{eta} give:

\begin{center}
\begin{tabular}{rcccc}
$y$ & $R$ & antinode $z/d$ & $M$ & $\Lambda$ ($\mu$m)\\
$-1.0$ & 0.7564 & $-0.4788$ & 0.5373 & 2.2697\\
$-0.5$ & 0.9096 & $-0.3336$ & 1.2335 & 0.3668\\
$0.0$ & 0.8810 & $-0.2505$ & 1.8772 & 0.3175\\
$0.5$ & 0.8212 & $-0.1678$ & 2.4539 & 0.3649\\
$1.0$ & 0.5223 & $-0.0531$ & 2.4880 & 0.9615
\end{tabular}
\end{center}

\section{First contribution: depth}

Inside the plateau and for weak absorption, $K=ik^2|\chi_h'|\sqrt{1-y^2}/h$. Hence
\begin{equation}
\Lambda\simeq\frac{h}{2k^2|\chi_h'|\sqrt{1-y^2}}
=\frac{\sin\theta_B}{k|\chi_h'|\sqrt{1-y^2}} .
\end{equation}
The field penetrates deeper towards either edge. For a given intensity at the atoms, this raises the loss in proportion to $\Lambda$. The depth factor thus acts to bend both shoulders down, but to this order it is even in $y$. In the table the depths at $y=\pm0.5$ differ by less than one percent.

\section{Second contribution: uniform absorption}

Suppose the absorption were spread evenly, $\varepsilon=0$. Then $\eta=y+ig$, and reversing $y$ turns $\eta$ into $-\eta^*$. By \eqref{r}, $r$ turns into $-r^*$, which has the same modulus. The two-beam curve is symmetric for any $g$. Absorption as such rounds the plateau but does not tilt it.

The same argument covers localized absorbers. From \eqref{eta}, $\eta(-y,-\varepsilon)=-\eta(y,\varepsilon)^*$, so
\begin{equation}
R(-y,-\varepsilon)=R(y,\varepsilon).
\end{equation}
Moving the absorbers from $\pm d/8$ to $\pm3d/8$ changes $\cos(hz_a)$ from $0.7071$ to $-0.7071$. With the real part of $\chi$ unchanged, the curve is then mirrored: the high-angle side becomes the brighter one.

\section{Third contribution: interference at the atoms}

To first order in $g$, \eqref{eta} gives $\eta\simeq y+ig(1+\varepsilon y)$. From $r=\eta-s$ and $ds/d\eta=\eta/s$,
\begin{equation}
\frac{d\ln r}{d\eta}=\frac{1-\eta/s}{\eta-s}=-\frac1s . \label{slope}
\end{equation}
With $s=i\sqrt{1-y^2}$, the change of $\ln r$ is $-g(1+\varepsilon y)/\sqrt{1-y^2}$. Therefore
\begin{equation}
R\simeq\exp\left[-\frac{2g(1+\varepsilon y)}{\sqrt{1-y^2}}\right],
\qquad g(1+\varepsilon y)\ll1-y^2. \label{law}
\end{equation}
The $1$ in the bracket is uniform absorption and $\varepsilon y$ is interference. To this order, $\varepsilon y$ is the only odd term.

At $|y|=0.5$ the uniform part of the exponent is $2(0.0635)/0.866=0.147$. Interference changes it by $0.147\times0.7071\times0.5=0.052$, adding at high angle and subtracting at low angle. Keeping one more digit in the exponents, the results are $e^{-0.1986}=0.820$ and $e^{-0.0948}=0.910$, close to the table. The uniform part is the larger loss, but the difference between the two sides comes from the smaller part.

The brightest point is not at the low-angle edge, because depth and interference compete there. Differentiation gives
\begin{equation}
\frac{d}{dy}\frac{1+\varepsilon y}{\sqrt{1-y^2}}
=\frac{\varepsilon(1-y^2)+y(1+\varepsilon y)}{(1-y^2)^{3/2}}
=\frac{\varepsilon+y}{(1-y^2)^{3/2}} .
\end{equation}
The loss is least at $y=-\varepsilon$, where $R\simeq\exp(-2g\sqrt{1-\varepsilon^2})$. For germanium this is 0.914 at $y=-0.707$. Numerical maximization of the two-beam curve gives the same rounded values.

\section{Weighing the contributions at the edges}

Equation \eqref{law} fails at $y=\pm1$. There $\eta\simeq\pm1+i\delta_\pm$, with $\delta_\pm=g(1\pm\varepsilon)$. Put $r=\pm e^{-u}$ with $\mathrm{Re}\,u>0$. Equation \eqref{r} gives $\cosh u=\pm\eta=1\pm i\delta_\pm$. Since $\cosh u\simeq1+u^2/2$,
\begin{equation}
u^2\simeq\pm2i\delta_\pm,\qquad
u\simeq(1\pm i)\sqrt{\delta_\pm},\qquad
R\simeq e^{-2\sqrt{\delta_\pm}} .
\end{equation}
The numbers are $\delta_+=0.108$ and $\delta_-=0.0186$, hence $R\simeq0.52$ and $0.76$. Uniform absorption would give $e^{-2\sqrt g}=0.60$ at both edges. Interference raises one and lowers the other. The imaginary part of $u$ also explains why the antinodes in the table stop short of $-d/2$ and $0$.

As $g\to0$, the ratio of the two edge losses tends to
\begin{equation}
\sqrt{\frac{1+\varepsilon}{1-\varepsilon}}=2.41,
\end{equation}
although the ideal intensities at the atoms differ by $(1+\varepsilon)/(1-\varepsilon)=5.83$. Depth accounts for the square root: a wave that avoids the atoms penetrates farther and meets more of them. At the actual $g$, \eqref{loss} and the table give
\begin{equation}
\frac{1-R(1)}{1-R(-1)}
=\frac{2.4880}{0.5373}\times\frac{0.9615}{2.2697}
=4.63\times0.424=1.96 .
\end{equation}
Depth cancels much of the interference effect here, whereas at $|y|=0.5$ it cancels almost none.

\section{Outside the plateau}

For $|y|>1$, with $g\ll1$ and $g|1+\varepsilon y|\ll y^2-1$, the unperturbed $s$ is real. By \eqref{slope}, the imaginary shift of $\eta$ then changes the phase of $r$ but not its modulus, to first order. Thus
\begin{equation}
R\simeq\left(|y|-\sqrt{y^2-1}\right)^2 ,
\end{equation}
which is 0.146 at $|y|=1.5$. The full two-beam values are 0.146 at $y=-1.5$ and 0.145 at $y=1.5$. The interference has not vanished: $M$ is 0.606 and 1.679 at these points. But the depths are 7.06 and 2.55 $\mu$m, and the products $\Lambda M$ agree to about 0.1 percent. Power that enters a sufficiently thick crystal is eventually absorbed, however weakly each layer absorbs. A crystal not much thicker than $\Lambda$ would need a second boundary condition.

\section{What the model leaves out}

The calculation omits outer-shell absorption, which would raise $g$, and the real anomalous correction to the form factor, which would shift and rescale $y$ and rescale $g$. It also omits relativity, retardation in the photoeffect, and bonding. Thermal displacements $u_z$, distributed symmetrically, multiply $\varepsilon$ by the mean of $\cos(hu_z)$, so they weaken the localization. They reduce $|\chi_h'|$ by the same factor, which narrows the plateau and raises $g$. The reflectivities are therefore results of this model, not measured values. The basis is not the limit: a larger, uncontracted basis moves the form factor by 0.002 electrons and the reflectivities at the centre and edges by about $10^{-4}$ at most. The absorption model is. In a central-field estimate with local exchange, the s and p electrons of the L and M shells add about 13 percent to the K-shell cross section; $g$ rises to about 0.072--0.073 and the edge reflectivities fall to about 0.74 and 0.50. The direction of the tilt depends on less: within the two-beam model it requires absorption concentrated nearer the maxima of the density wave than the minima, so that $\varepsilon>0$.
